**Line-free surface zone of a linearly graded film**

The program tests the result that a film with misfit $gz$ has its energy minimum at line density $g/b$ below a line-free zone of width $w=\sqrt{2\lambda/(Mbg)}$. Here $z$ is the height above the substrate, $g$ the misfit gradient, $b$ the in-plane misfit component of a line, $\lambda$ its energy per length and $M$ the biaxial modulus. The discretised energy is minimised under non-negative density, with no assumed profile. Assertions cover the width at three thicknesses, the uniform density, the minimum energy, the residual force, the threshold thickness and the scaling with gradient. Further assertions cover two independent arrays, random changes with lines of either sign, a logarithmic line energy and lines confined to discrete planes. The output shows a width of 269.7 nm at total thicknesses of 1000, 2000 and 3000 nm. The logarithmic line energy reduces it to 246.7 nm, and planes 200 nm apart spread the depth of the uppermost lines between about 188 and 388 nm. Rough estimates of thermal strain, wafer bending, alloy softening and dislocation glide are printed as sizes of neglected effects and are not asserted.

## Verification by program

```python
"""Result under test: a film with misfit g*z (z = height above the substrate),
relieved by lines of constant energy per length, has minimum energy when the
line density is g/b below a line-free surface zone of width
    w = sqrt(2*lam/(M*b*g)),   independent of the film thickness h > w.
M   biaxial modulus (eV/A^3)      b  in-plane misfit component of a line (A)
lam line energy (eV/A)            g  misfit gradient (1/A)
Energy per area = integral of M*strain^2 + 2*lam*(lines of one array).
The tests minimise the discretised energy numerically under density >= 0.
Internal units are eV and angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, nnls

M, b, lam, g, h = 1.1, 2.0, 4.0, 5.0e-7, 2.0e4
A_log = 0.6            # logarithmic coefficient of the line energy, eV/A


def minimise(matrix, target, cost):
    """Minimise |matrix u - target|^2/2 + cost.u for u >= 0."""
    shift = np.linalg.lstsq(matrix.T, cost, rcond=None)[0]
    return nnls(matrix, target - shift, maxiter=50 * matrix.shape[1])[0]


def film(thickness, step, gradient=g, line_energy=None, columns=None):
    """Numerical minimum. Lines sit on lower cell faces; u = 1 means that
    they cancel the misfit increase over one cell."""
    cells = int(round(thickness / step))
    depth = step * (cells - np.arange(cells))
    energy = np.full(cells, lam) if line_energy is None else line_energy(depth)
    cost = energy / (M * b * gradient * step**2)
    lower = np.tril(np.ones((cells, cells)))
    misfit = np.arange(cells) + 0.5
    cols = np.arange(cells) if columns is None else columns
    u = np.zeros(cells)
    u[cols] = minimise(lower[:, cols], misfit, cost[cols])
    strain = gradient * step * (misfit - lower @ u)
    lines = u * gradient * step / b
    occupied = np.where(u > 1e-6)[0]
    return {"u": u, "strain": strain, "lines": lines, "depth": depth,
            "top": depth[occupied[-1]] if len(occupied) else None,
            "width": thickness - b * lines.sum() / gradient,
            "energy": M * step * np.sum(strain**2) + 2 * np.sum(energy * lines),
            "cost": cost, "lower": lower, "misfit": misfit}


w = np.sqrt(2 * lam / (M * b * g))
step = 100.0

# Width, uniform density and independence of thickness
widths = {}
for thickness in (1.0e4, 2.0e4, 3.0e4):
    run = film(thickness, step)
    widths[thickness] = run["width"]
    assert abs(run["width"] / w - 1) < 2e-3
    assert abs(run["top"] - w) <= step
    body = (run["depth"] > w + 2 * step) & (run["depth"] < thickness - step)
    assert np.allclose(run["u"][body], 1, atol=1e-6)
    assert np.max(np.abs(run["strain"][body])) < 1e-6 * g * w
    assert np.all(run["u"][run["depth"] < w - step] < 1e-6)

# Minimum energy and residual force
base = film(h, step)
energy_formula = M * g**2 * w**2 * (h - 2 * w / 3)
assert abs(base["energy"] / energy_formula - 1) < 2e-3
force_numeric = M * step * base["strain"].sum()
assert abs(force_numeric / (lam / b) - 1) < 1e-6

# Threshold thickness and scaling with the gradient
assert film(0.95 * w, 0.95 * w / 100)["top"] is None
assert film(1.05 * w, 1.05 * w / 100)["top"] is not None
steep = film(h, step, gradient=4 * g)
assert abs(steep["width"] / base["width"] - 0.5) < 3e-3

# Lines of either sign, each costing energy, cannot lower the minimum
def signed_energy(u):
    residual = base["misfit"] - base["lower"] @ u
    return 0.5 * residual @ residual + np.sum(base["cost"] * np.abs(u))


rng = np.random.default_rng(4)
lowest = signed_energy(base["u"])
for trial in range(300):
    change = np.zeros(len(base["u"]))
    sites = rng.integers(0, len(change), 4)
    change[sites] = rng.normal(scale=0.3, size=4)
    assert signed_energy(base["u"] + change) >= lowest - 1e-7 * lowest

# Two arrays varied independently, with elastic coupling C2/C1
coupling, coarse = 0.3, 200.0
single = film(h, coarse)
stiffness = np.array([[1, coupling], [coupling, 1]]) / (1 + coupling)
root = np.linalg.cholesky(stiffness).T
pair_matrix = np.kron(root, single["lower"])
pair_target = np.kron(root @ np.ones(2), single["misfit"])
pair = minimise(pair_matrix, pair_target, np.tile(single["cost"], 2))
pair_x, pair_y = np.split(pair, 2)
assert np.allclose(pair_x, pair_y, atol=1e-5)
assert np.allclose(pair_x, single["u"], atol=1e-5)

# Line energy that grows with the logarithm of depth
ratio = A_log / lam
w_log = w * brentq(lambda x: x * x - 1 - ratio * (np.log(x) - 1), 0.5, 1.5)
log_run = film(1.5e4, 50.0,
               line_energy=lambda d: lam + A_log * np.log(d / w))
assert abs(log_run["top"] - w_log) <= 50.0
surface_log = g * w_log + A_log / (M * b * w_log)
assert abs(g * log_run["width"] / surface_log - 1) < 5e-3
for multiple in (1.5, 2.5):
    cell = np.argmin(np.abs(log_run["depth"] - multiple * w_log))
    d = log_run["depth"][cell]
    assert abs((1 - log_run["u"][cell]) * M * b * g * d**2 / A_log - 1) < 0.02
    cell_strain = log_run["strain"][cell]
    mid_depth = d - 25.0
    assert abs(cell_strain * M * b * mid_depth / A_log - 1) < 0.02
density_drop = A_log / (M * b * g * w_log**2)

# Lines gathered on planes one mean line spacing apart
spacing = np.sqrt(b / g)
period = int(round(spacing / step))
tops = []
for offset in range(period):
    planes = np.arange(offset, int(round(h / step)), period)
    tops.append(film(h, step, columns=planes)["top"])
half_root = np.sqrt(w**2 + spacing**2 / 4)
top_min, top_max = half_root - spacing / 2, half_root + spacing / 2
assert abs(min(tops) - top_min) <= step
assert abs(max(tops) - top_max) <= step

# Rough sizes of further neglected effects
softening = 0.05
width_soft = w / np.sqrt(1 - softening)
wafer = 7.0e6                                  # A
bending_strain = 4 * (lam / b) / (M * wafer)   # membrane plus bending
expansion_difference, t_growth, t_low, t_use = 1.0e-6, 1100.0, 800.0, 300.0
thermal_strain = expansion_difference * (t_growth - t_use)
growth_rate = 1.0                              # nm/s
threads_cm2 = 1.0e6
density_nm2 = g / b * 100
speed = 2 * density_nm2 * growth_rate / (threads_cm2 * 1e-14)   # nm/s
mobility, barrier, schmid = 1.0e13, 2.2, 0.41  # nm/s per MPa, eV, none
k_ev = const.k / const.e
M_mpa = M * const.e / const.angstrom**3 / 1e6


def drive_strain(temperature):
    stress = speed / (mobility * np.exp(-barrier / (k_ev * temperature)))
    return stress / (schmid * M_mpa)


print(f"Biaxial modulus M = {M:.2f} eV/A^3")
print(f"Misfit component b = {b:.2f} A")
print(f"Line energy lambda = {lam:.2f} eV/A")
print(f"Misfit gradient g = {g*10:.2e} per nm")
print(f"Film thickness h = {h/10:.0f} nm")
print(f"Misfit at the top g h = {g*h:.4f} (no unit)")
print(f"Free-zone width w, formula = {w/10:.1f} nm = {w:.0f} A")
for thickness, value in widths.items():
    print(f"Width, numerical, h = {thickness/10:.0f} nm: {value/10:.1f} nm")
print(f"Width, numerical, gradient 4g = {steep['width']/10:.1f} nm")
print(f"Line density g/b = {density_nm2:.2e} nm^-2"
      f" = {density_nm2*1e14:.2e} cm^-2")
print(f"Surface strain g w = {g*w:.3e} (no unit)")
print(f"Residual force lambda/b = {lam/b:.3f} eV/A^2")
print(f"Residual force, numerical = {force_numeric:.3f} eV/A^2")
print(f"Minimum energy, formula = {energy_formula:.5f} eV/A^2")
print(f"Minimum energy, numerical = {base['energy']:.5f} eV/A^2")
print(f"Energy without lines = {M*g**2*h**3/3:.5f} eV/A^2")
print("Neglected effects:")
print(f"Log coefficient A = {A_log:.2f} eV/A")
print(f"Width with log line energy = {w_log/10:.1f} nm")
print(f"Top occupied depth, log, numerical = {log_run['top']/10:.1f} nm")
print(f"Surface strain with log = {surface_log:.3e} (no unit)")
print(f"Density drop at zone edge, log = {100*density_drop:.1f} %")
print(f"Mean line spacing = {spacing/10:.1f} nm")
print(f"Width / line spacing = {w/spacing:.2f} (no unit)")
print(f"Top plane depth, formula = {top_min/10:.1f} to {top_max/10:.1f} nm")
print(f"Top plane depth, numerical = {min(tops)/10:.0f}"
      f" to {max(tops)/10:.0f} nm")
print(f"Width if M is {100*softening:.0f} % lower = {width_soft/10:.1f} nm")
print(f"Wafer thickness = {wafer/1e7:.2f} mm")
print(f"Strain relieved by bending = {bending_strain:.2e} (no unit)")
print(f"Expansion difference, rough = {expansion_difference:.1e} per K")
print(f"Growth and use temperature = {t_growth:.0f} K, {t_use:.0f} K")
print(f"Thermal strain on cooling = {thermal_strain:.1e} (no unit)")
print(f"Growth rate = {growth_rate:.1f} nm/s")
print(f"Threading density, rough = {threads_cm2:.0e} cm^-2")
print(f"Needed thread speed = {speed:.0f} nm/s")
print(f"Mobility prefactor, rough = {mobility:.0e} nm/s per MPa")
print(f"Glide barrier, rough = {barrier:.1f} eV")
print(f"Resolved-stress factor = {schmid:.2f} (no unit)")
print(f"Driving strain at {t_growth:.0f} K = {drive_strain(t_growth):.1e}"
      " (no unit)")
print(f"Formal driving strain at {t_low:.0f} K = {drive_strain(t_low):.1e}"
      " (no unit)")
print("verified")
```

It prints:

```
Biaxial modulus M = 1.10 eV/A^3
Misfit component b = 2.00 A
Line energy lambda = 4.00 eV/A
Misfit gradient g = 5.00e-06 per nm
Film thickness h = 2000 nm
Misfit at the top g h = 0.0100 (no unit)
Free-zone width w, formula = 269.7 nm = 2697 A
Width, numerical, h = 1000 nm: 269.7 nm
Width, numerical, h = 2000 nm: 269.7 nm
Width, numerical, h = 3000 nm: 269.7 nm
Width, numerical, gradient 4g = 134.9 nm
Line density g/b = 2.50e-05 nm^-2 = 2.50e+09 cm^-2
Surface strain g w = 1.348e-03 (no unit)
Residual force lambda/b = 2.000 eV/A^2
Residual force, numerical = 2.000 eV/A^2
Minimum energy, formula = 0.03640 eV/A^2
Minimum energy, numerical = 0.03640 eV/A^2
Energy without lines = 0.73333 eV/A^2
Neglected effects:
Log coefficient A = 0.60 eV/A
Width with log line energy = 246.7 nm
Top occupied depth, log, numerical = 245.0 nm
Surface strain with log = 1.344e-03 (no unit)
Density drop at zone edge, log = 9.0 %
Mean line spacing = 200.0 nm
Width / line spacing = 1.35 (no unit)
Top plane depth, formula = 187.6 to 387.6 nm
Top plane depth, numerical = 190 to 380 nm
Width if M is 5 % lower = 276.7 nm
Wafer thickness = 0.70 mm
Strain relieved by bending = 1.04e-06 (no unit)
Expansion difference, rough = 1.0e-06 per K
Growth and use temperature = 1100 K, 300 K
Thermal strain on cooling = 8.0e-04 (no unit)
Growth rate = 1.0 nm/s
Threading density, rough = 1e+06 cm^-2
Needed thread speed = 5000 nm/s
Mobility prefactor, rough = 1e+13 nm/s per MPa
Glide barrier, rough = 2.2 eV
Resolved-stress factor = 0.41 (no unit)
Driving strain at 1100 K = 8.3e-05 (no unit)
Formal driving strain at 800 K = 5.0e-01 (no unit)
verified
```
